\section*{Heat conduction in a circular wire with diffuse walls, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the transport equation to a double integral}

\textbf{Q.} You want to describe heat flow in a thin wire by a bulk conductivity and a correction for the wall. Before any correction is calculated, what exactly is carrying the heat, and what do you assume about it?

\textbf{A.} The carriers are phonons treated as particles. They all have the same speed $v$ and the same mean free path $\Lambda$, which is what ``gray'' means. Their heat capacity per volume is $C$, taken as constant over the small range of temperature in the wire. Velocities are distributed isotropically in equilibrium. Scattering inside the wire is resistive: a scattered carrier leaves in a random direction and keeps no memory of the old one. Collisions that conserve the total momentum of the carriers are therefore left out.

The wire is a circular cylinder of diameter $D$ with its axis along $z$. A direction of flight is the unit vector
\begin{equation}
\mathbf s=\sin\theta\,\mathbf n+\cos\theta\,\mathbf z ,
\end{equation}
where $\theta$ is the angle to the axis and $\mathbf n$ is a unit vector in the cross-section, at azimuth $\varphi$. Let $e(\mathbf r,\mathbf s)$ be the carrier energy per volume and per solid angle, and let $T$ be the temperature, both counted from a uniform reference state. In local equilibrium the energy density $CT$ is shared equally among all directions, so $e_0=CT/4\pi$. The steady Boltzmann equation in the relaxation-time form is
\begin{equation}
v\,\mathbf s\cdot\nabla e=\frac{e_0-e}{\tau}
\quad\Longrightarrow\quad
\mathbf s\cdot\nabla e=\frac{e_0-e}{\Lambda},\qquad \Lambda=v\tau .
\label{bte}
\end{equation}
Since scattering conserves energy, the integral of the right-hand side over directions must vanish. This requires $\int e\,d\Omega=CT$, which is the definition of the local temperature.

\textbf{Q.} Does this equation give the familiar bulk conductivity? I would like the factor fixed before the wall enters.

\textbf{A.} Take an unbounded medium with a constant gradient $T'=dT/dz$, and try a deviation from $e_0$ that does not depend on position. The left-hand side of \eqref{bte} is then $\cos\theta\,CT'/4\pi$, so
\begin{equation}
e-e_0=-\frac{C\Lambda T'}{4\pi}\cos\theta .
\label{bulkdev}
\end{equation}
The heat flux along $z$ is the energy times the axial velocity, summed over directions. The part $e_0$ is isotropic and contributes nothing:
\begin{equation}
q=v\int e\cos\theta\,d\Omega
=-\frac{Cv\Lambda T'}{4\pi}\,2\pi\int_{-1}^{1}\mu^2d\mu
=-\frac{Cv\Lambda}{3}\,T' .
\end{equation}
Here $\mu=\cos\theta$ and the last integral is $2/3$. With $q=-\kappa T'$ the bulk value is
\begin{equation}
\kappa_{\rm bulk}=\tfrac13Cv\Lambda .
\end{equation}
The minus sign in \eqref{bulkdev} has a simple meaning. If $T$ rises with $z$, a carrier moving toward $+z$ comes from a colder place and brings less energy than the local equilibrium has.

\textbf{Q.} Now the wall. What does ``diffuse'' say, beyond the direction of the outgoing carrier being random?

\textbf{A.} It says that the wall absorbs every arriving carrier and emits carriers as a black body would. For all directions pointing into the wire, the emitted energy is
\begin{equation}
e=\frac{CT_w}{4\pi},
\end{equation}
with a wall temperature $T_w$. The isotropic distribution $e$ corresponds to a cosine law for the number of carriers that leave per area and time, because the flux through the surface carries the factor of the normal velocity. No heat leaves through the side of the wire, so at each point the wall must emit as much energy as it receives. This condition fixes $T_w$.

\textbf{Q.} Then you have two unknown temperatures, one inside and one at the wall, and both may vary over the cross-section. How can you avoid solving for them?

\textbf{A.} I try the simplest possibility, $T=T_w$, uniform over the cross-section and linear in $z$, and then check both energy balances. The gradient $T'$ is constant. I write the deviation as the bulk form \eqref{bulkdev} times an unknown factor $G$ that depends on position in the cross-section and on direction, but not on $z$:
\begin{equation}
e=\frac{CT(z)}{4\pi}-\frac{C\Lambda T'}{4\pi}\cos\theta\;G(\mathbf r_\perp,\mathbf s).
\label{ansatz}
\end{equation}
The two sides of \eqref{bte} become
\begin{align}
\mathbf s\cdot\nabla e&=\frac{CT'}{4\pi}\cos\theta
-\frac{C\Lambda T'}{4\pi}\cos\theta\;\mathbf s\cdot\nabla G,\\
\frac{e_0-e}{\Lambda}&=\frac{CT'}{4\pi}\cos\theta\;G .
\end{align}
Dividing by the common factor $CT'\cos\theta/4\pi$ leaves
\begin{equation}
\Lambda\,\mathbf s\cdot\nabla G=1-G .
\label{geq}
\end{equation}
At the wall, emission at the temperature $T(z)$ means $G=0$ for every direction that leads into the wire. Far from any wall the solution is $G=1$, the bulk case.

\textbf{Q.} That is still a partial differential equation in a disc, for every direction.

\textbf{A.} Along one ray it is an ordinary one. Follow a carrier from the point where it left the wall, and let $\sigma$ be the distance it has covered as seen in the cross-section. Since $G$ does not depend on $z$, only the transverse part of $\mathbf s$ acts on it, and $\mathbf s\cdot\nabla G=\sin\theta\,dG/d\sigma$. With $H=1-G$, equation \eqref{geq} reads
\begin{equation}
\frac{dH}{d\sigma}=-\frac{H}{\Lambda\sin\theta},\qquad H(0)=1 .
\end{equation}
Its solution is an exponential. If $\ell$ is the projected distance from the observation point back to the wall, against $\mathbf n$, then
\begin{equation}
G=1-\exp\left(-\frac{\ell}{\Lambda\sin\theta}\right).
\label{gsol}
\end{equation}
The true distance flown is $\ell/\sin\theta$. The exponential is thus the probability that the carrier has come from the wall without a collision, and $G$ is the probability that it has been scattered on the way.

I also put \eqref{gsol} back into \eqref{geq} by finite differences, at 50 random positions and directions in a wire of radius 1 with $\Lambda=0.7$. The largest residual was $3.9\times10^{-10}$.

\textbf{Q.} You still owe me the energy balances. A carrier near the wall has a different history from one on the axis. Why should the temperature not differ between the two places?

\textbf{A.} The histories differ, but they differ in the same way for carriers going up and down the wire. Formula \eqref{gsol} contains $\theta$ through $\sin\theta$ alone, and $\sin\theta=\sin(\pi-\theta)$. Hence $G$ is even under reversal of the axial motion, and the deviation in \eqref{ansatz}, which has the extra factor $\cos\theta$, is odd. Three things follow.

First, the deviation integrates to zero over all directions, so $\int e\,d\Omega=CT(z)$ at every point. The assumed temperature is the true local one.

Second, consider the energy that strikes the wall. With outward normal $\mathbf N$ it is
\begin{equation}
v\int_{\mathbf s\cdot\mathbf N>0}e\,(\mathbf s\cdot\mathbf N)\,d\Omega
=v\,\frac{CT}{4\pi}\,\pi=\frac{CvT}{4}.
\label{blackbody}
\end{equation}
The factor $\mathbf s\cdot\mathbf N$ does not change when $\cos\theta$ changes sign, because $\mathbf N$ lies in the cross-section. The odd deviation therefore drops out, and the isotropic part gives $\int(\mathbf s\cdot\mathbf N)d\Omega=\pi$ over the half-space. The wall emits $CvT_w/4$ by the same integral, so $T_w=T$.

Third, the heat flux across the section vanishes for the same reason, and the axial flux does not depend on $z$. Energy is conserved everywhere. The guess is a solution of the full problem, within this model.

\textbf{Q.} For a direction close to the axis the carrier left the wall very far upstream. In a real wire it may have come from the end instead.

\textbf{A.} It may, and this is where ``long'' matters. The backward ray extends over an axial distance $\ell\cot\theta$, which grows without limit as $\theta\to0$. A carrier has, however, little chance of flying many mean free paths without a collision. What happens further upstream than a few $\Lambda$ hardly matters, so $L\gg\Lambda$ is sufficient for a wire of length $L$. The size of the end effect is estimated in the second half.

\textbf{Q.} Then how much heat flows?

\textbf{A.} The local flux follows from \eqref{ansatz} by the same integral as in the bulk, now with $G$ inside. Dividing by $-T'\kappa_{\rm bulk}$ turns the prefactor $Cv\Lambda/4\pi$ into $3/4\pi$:
\begin{equation}
\frac{\kappa(\mathbf r_\perp)}{\kappa_{\rm bulk}}
=\frac{3}{4\pi}\int\cos^2\theta\;G\,d\Omega .
\label{local}
\end{equation}
A measurement of the whole wire sees the average over its cross-section $A=\pi D^2/4$. I call the averaged ratio $F$:
\begin{equation}
F=\frac{\kappa}{\kappa_{\rm bulk}}
=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta
\left[1-e^{-\ell/(\Lambda\sin\theta)}\right].
\label{average}
\end{equation}

\textbf{Q.} The distance $\ell$ is an awkward function of position and azimuth. Do you really get rid of it?

\textbf{A.} Yes, if the integral over the area is done first, at fixed direction. A disc looks the same from every azimuth, so after the area integral nothing depends on $\varphi$, and $\int d\varphi=2\pi$. The two halves $\theta<\pi/2$ and $\theta>\pi/2$ contribute equally, which gives another factor 2. The prefactor becomes $3\cdot2\pi\cdot2/(4\pi A)=3/A$. The term 1 in the bracket gives $3\int_0^{\pi/2}\sin\theta\cos^2\theta\,d\theta=1$, so
\begin{equation}
F=1-\frac3A\int_0^{\pi/2}\!d\theta\,\sin\theta\cos^2\theta
\int dA\;e^{-\ell/(\Lambda\sin\theta)} .
\label{deficit}
\end{equation}
Now cut the disc into thin strips parallel to $\mathbf n$. A strip at the distance $wD/2$ from the centre is a chord of length
\begin{equation}
c=2\sqrt{\frac{D^2}{4}-\frac{w^2D^2}{4}}=D\sqrt{1-w^2}.
\end{equation}
Along this chord $\ell$ is simply the coordinate that runs from 0 to $c$, and
\begin{equation}
\int_0^c e^{-\ell/(\Lambda\sin\theta)}d\ell
=\Lambda\sin\theta\left[1-e^{-c/(\Lambda\sin\theta)}\right].
\label{strip}
\end{equation}
The strips have width $(D/2)\,dw$ with $-1<w<1$. By symmetry their sum is $D\int_0^1dw$. The constants combine to
\begin{equation}
\frac{3}{A}\,\Lambda D=\frac{12\Lambda}{\pi D}=\frac{12}{\pi\delta},
\qquad \delta=\frac D\Lambda ,
\end{equation}
and the result is
\begin{equation}
F=1-\frac{12}{\pi\delta}\int_0^{\pi/2}\!d\theta\,\sin^2\theta\cos^2\theta
\int_0^1\!dw\left[1-e^{-\delta\sqrt{1-w^2}/\sin\theta}\right].
\label{chord}
\end{equation}
Diameter and mean free path now appear through $\delta$ alone. Speed and heat capacity have cancelled.

\textbf{Q.} The factor $1/\delta$ in front looks dangerous for a thin wire. Can it be removed?

\textbf{A.} An integration by parts removes it. Put $a=\delta/\sin\theta$ and $u=\sqrt{1-w^2}$, so that $du/dw=-w/u$. The derivative of the bracket in \eqref{chord} with respect to $w$ is $a\,e^{-au}\,du/dw=-a(w/u)e^{-au}$. Therefore
\begin{equation}
\int_0^1\!dw\left[1-e^{-au}\right]
=\Bigl[w\left(1-e^{-au}\right)\Bigr]_{w=0}^{w=1}
+a\int_0^1\frac{w^2}{u}\,e^{-au}\,dw .
\end{equation}
The boundary term vanishes at $w=0$ because of the factor $w$, and at $w=1$ because $u=0$ there. In the remaining integral $w\,dw=-u\,du$, so $w^2dw/u=-\sqrt{1-u^2}\,du$. As $w$ goes from 0 to 1, $u$ goes from 1 to 0, and reversing the limits absorbs the sign:
\begin{equation}
\int_0^1\!dw\left[1-e^{-au}\right]=a\int_0^1\sqrt{1-u^2}\;e^{-au}\,du .
\end{equation}
The factor $a=\delta/\sin\theta$ cancels $1/\delta$ and one power of $\sin\theta$ in \eqref{chord}:
\begin{equation}
F=1-\frac{12}{\pi}\int_0^1\!du\,\sqrt{1-u^2}
\int_0^{\pi/2}\!d\theta\,\sin\theta\cos^2\theta\;e^{-\delta u/\sin\theta}.
\label{thetaform}
\end{equation}
One substitution gives the usual form. Let $t=1/\sin\theta$. Then $dt=-\cos\theta\,d\theta/\sin^2\theta$ and $\cos\theta=\sqrt{t^2-1}/t$, so
\begin{equation}
\sin\theta\cos^2\theta\,d\theta=-\sin^3\theta\cos\theta\,dt
=-\frac{\sqrt{t^2-1}}{t^4}\,dt .
\end{equation}
The limits $\theta=0,\pi/2$ become $t=\infty,1$, which again absorbs the sign. This is Dingle's formula:
\begin{equation}
\boxed{F(\delta)=1-\frac{12}{\pi}\int_0^1\!\sqrt{1-u^2}\;S_4(\delta u)\,du,\quad
S_4(x)=\int_1^\infty\! e^{-xt}\,\frac{\sqrt{t^2-1}}{t^4}\,dt}
\label{dingle}
\end{equation}

\textbf{Q.} Every line rests on your guess for the temperature and on one slicing of the disc. Is there evidence that uses neither?

\textbf{A.} For the slicing, I evaluated \eqref{average} directly over position and direction, with $\ell$ found from the geometry of each ray. For $\delta=0.3$, 1, 4.003 and 12 the largest difference from \eqref{dingle} was $2.4\times10^{-11}$.

For the guess, one can forget the Boltzmann equation and simulate carriers. Each flies an exponentially distributed distance, scatters isotropically, and leaves the wall by the cosine law when it hits it. Its axial spread defines a diffusivity $\langle z^2\rangle/2t$, and $\kappa$ is $C$ times this diffusivity. Every event makes up and down equally likely, so different flights are uncorrelated in $z$ and their squares simply add. With 100\,000 carriers and 40 flights each, after 20 discarded ones, the ratio to the bulk diffusivity $v\Lambda/3$ at $\delta=0.5$ was $0.3205\pm0.0005$. Formula \eqref{dingle} gives 0.3209. No temperature profile enters the simulation.

For a long wire with diffuse walls, the gray model gives the conductivity ratio $F$ as a double integral that depends only on $\delta=D/\Lambda$, and direct ray integration and a simulation of carriers agree with it. What remains is to find its limits for thick and thin wires, to estimate the neglected effects, and to apply it to a tellurium wire.
